# Nucleus density alone does not determine when an island film closes

**The argument under review**

The manuscript considers a film grown by atomic layer deposition from separate nuclei. Its argument is short. The nucleus density is $N=10^{12}\ \mathrm{cm^{-2}}$, so the mean spacing is $1/\sqrt N=10$ nm. Neighbouring islands therefore meet when their radius is about half the spacing, and the last gaps, at the centres of squares of four nuclei, fill when the radius reaches half the diagonal, $10/\sqrt2=7.1$ nm. At 0.05 nm per cycle the film is said to be closed after 141 cycles, "whatever the detailed arrangement of the nuclei".

The arithmetic is right for a square grid. The quoted clause is the difficulty. Nuclei that form independently of one another are not on a grid, and the question is what radius they need at the same density.

**The growth model**

I keep the manuscript's assumptions. All nuclei appear together, as points, with mean density $N=0.010\ \mathrm{nm^{-2}}$. Every exposed surface of the deposit advances along its normal by $g=0.05$ nm per cycle, and nothing deposits on the bare substrate. An isolated nucleus then becomes a hemisphere of radius $r=gn$ after $n$ cycles, with a disc of radius $r$ as its footprint. Islands that touch keep their shapes outside the overlap.

Let $d$ be the distance from a point of the substrate to its nearest nucleus. The point is covered when $d\le r$, and the film above it then has height $\sqrt{r^2-d^2}$, since the nearest hemisphere is the highest one there. Closure is thus decided by the largest value of $d$ on the surface. A mean spacing says nothing direct about that largest value.

**What the grid gives**

On a square grid with side $a=1/\sqrt N$, the point farthest from all nuclei is the centre of a square of four, at distance
$$r_{\rm sq}=\frac{a}{\sqrt2}=\frac1{\sqrt{2N}}=7.07\ \text{nm}.$$

Even among grids the radius is not fixed by $N$. A triangular grid of side $s$ has area $\sqrt3\,s^2/2=1/N$ per nucleus. Its farthest points are the triangle centres, at distance $s/\sqrt3$, so
$$r_{\rm tri}^2=\frac{s^2}{3}=\frac{2}{3\sqrt3\,N},\qquad r_{\rm tri}=6.20\ \text{nm}.$$

For a fair comparison below, I also need the partial coverage of the square grid. Centre a square cell of side $a$ on each nucleus. Every point of the cell is nearest to that nucleus, so its own disc decides whether it is covered. For $r\le a/2$ the disc fits inside, and the covered fraction is $N\pi r^2$. For larger $r$, a segment sticks out beyond each of the four sides, which lie at distance $h=a/2$ from the centre. A segment is a sector of half-angle $\arccos(h/r)$ minus a triangle:
$$S=r^2\arccos\frac hr-h\sqrt{r^2-h^2}.$$
Two segments could overlap only beyond a corner of the cell, which the disc does not reach before $r=a/\sqrt2$. Hence
$$C_{\rm sq}(r)=N\left(\pi r^2-4S\right),\qquad \frac a2\le r\le\frac a{\sqrt2}.$$
Setting $C_{\rm sq}=0.999$ and solving numerically gives $r=6.91$ nm. For the grid, 99.9 percent coverage and full closure are nearly the same event.

**What independent nuclei give**

Now place $M$ nuclei independently and uniformly on a large area $A$, with $M/A=N$. A given point stays bare if no nucleus lies within $r$ of it. One nucleus misses that disc with probability $1-\pi r^2/A$, and all of them miss it with probability
$$\left(1-\frac{\pi r^2}{A}\right)^{M}=\left(1-\frac{N\pi r^2}{M}\right)^{M}\longrightarrow e^{-\pi Nr^2}$$
as $M\to\infty$ at fixed $N$. This is also the expected bare fraction of the surface. With the abbreviation $x=\pi Nr^2$, the coverage is $1-e^{-x}$.

At the radius where the square grid closes, $x=\pi/2$, so the random layer is still bare over $e^{-\pi/2}=20.8$ percent of its area. To leave only the fraction $10^{-3}$ bare, we need $x=\ln1000=6.908$, or
$$r_{99.9}=\sqrt{\frac{\ln1000}{\pi N}}=\sqrt{\frac{6.908}{0.03142\ \mathrm{nm^{-2}}}}=14.83\ \text{nm}.$$

This is 2.10 times the closure radius of the square grid. That ratio compares two different criteria; with 99.9 percent coverage required of both layers, it is 2.14. Both ratios are independent of $N$, because each of the radii compared here scales as $N^{-1/2}$.

I compared these expressions with a simulated layer of 159738 independent nuclei in a periodic box of side 4 µm. At the square-grid closure radius its bare fraction was 20.8 percent, as predicted. Its 99.9 percent radius was 14.68 nm, which is 1 percent below the formula. At this radius the bare region consists of only about a thousand small holes in the box, so some scatter between samples is expected. The covariance of the bare region gives a standard deviation of about 0.07 nm for this radius between boxes of this size, so the sample lies two standard deviations low.

The two arrangements do agree early in growth. For small $x$ the random coverage is $1-e^{-x}\approx x-x^2/2$, while the grid has coverage $x$ until its discs touch. To leading order both equal $\pi Nr^2$. Arrangement enters through overlap: random islands waste area on one another while large gaps remain open.

Nor is the random layer a worst case. Suppose that nuclei come in tight clusters of $m$, with the clusters placed independently. If each cluster is so small that it acts as a single nucleus, the effective density is $N/m$ and the required radius grows by $\sqrt m$. The density $N$ by itself therefore sets no upper limit on the radius needed.

**A different "mean spacing" does not help**

The manuscript might reply that it meant the mean distance to the nearest neighbour. On the square grid this is $a=10$ nm. In the random layer, the nearest neighbour of a nucleus lies farther away than $s$ with probability $e^{-\pi Ns^2}$, because the other nuclei are placed independently of the chosen one. The mean of a positive quantity is the integral of its probability of exceeding $s$, so
$$\langle s\rangle=\int_0^\infty e^{-\pi Ns^2}\,ds=\frac12\sqrt{\frac{\pi}{\pi N}}=\frac1{2\sqrt N}=5.00\ \text{nm}.$$

If the random layer is instead required to have $\langle s\rangle=10$ nm, its density must be four times smaller. Its 99.9 percent radius then doubles to 29.7 nm, and the disagreement with the grid becomes larger. Neither definition of the spacing contains the size of the largest gaps.

**99.9 percent coverage is not closure**

For a diffusion barrier or a dielectric, the number of pinholes can matter more than the bare area. It follows from the geometry of the hole edges.

First count the points where two island edges cross. A disc of radius $r$ meets every disc whose centre is within $2r$, on average $N\pi(2r)^2=4\pi Nr^2$ of them. Each pair of circles crosses twice, and each crossing belongs to two discs, so there are $N\cdot4\pi Nr^2\cdot2/2=4\pi N^2r^2$ crossings per unit area. A crossing is a corner of a hole if no third disc covers it, which has probability $e^{-x}$.

Next, find how sharply the edge turns at such a corner. Let $\varphi$ be the angle between the two outward normals there. The bare wedge lies outside both discs and has opening angle $\pi-\varphi$, so a walker following the edge turns by $\varphi$. The centres are separated by $s=2r\sin(\varphi/2)$. The number of partners at separation $s$ is proportional to $s\,ds$, hence to $\sin(\varphi/2)\cos(\varphi/2)\,d\varphi$, or to $\sin\varphi\,d\varphi$. The mean turn is
$$\langle\varphi\rangle=\frac{\int_0^\pi\varphi\sin\varphi\,d\varphi}{\int_0^\pi\sin\varphi\,d\varphi}=\frac{\pi}{2}.$$

Now walk once around a hole with the bare region on the left. The total turning is $2\pi$. The corners contribute left turns $\varphi$. Along the arcs the path bends towards the island on the right, so an arc of length $\ell$ contributes $-\ell/r$. Per unit area, the exposed edge has length $2\pi rN e^{-x}$, because each point of a circle is left uncovered by the other discs with probability $e^{-x}$. With $n_{\rm h}$ holes per unit area, adding all the turning gives
$$2\pi n_{\rm h}=4\pi N^2r^2e^{-x}\cdot\frac\pi2-\frac{2\pi rNe^{-x}}{r}.$$
Division by $2\pi$ yields
$$n_{\rm h}=N\left(\pi Nr^2-1\right)e^{-x}=N(x-1)e^{-x}.$$

This holds at high coverage, where holes contain no isolated islands. The outer edge of an isolated island or cluster would contribute $-2\pi$, so in general the expression counts holes minus separate clusters. That is why it is negative in early growth.

At 99.9 percent coverage, with $N=10^4\ \mathrm{\mu m^{-2}}$,
$$n_{\rm h}=10^4\times5.908\times10^{-3}\ \mathrm{\mu m^{-2}}=59.1\ \mathrm{\mu m^{-2}}.$$
The mean hole area is the bare fraction divided by this density, 16.9 nm², the area of a square about 4 nm wide. Individual holes can be much smaller or larger.

The holes in the simulated box were also counted directly, as connected bare regions. At radii of 12.11, 14.83 and 17.00 nm the formula predicts 5768, 945 and 147 holes, and the counts were 5829, 969 and 130. The last difference, 17, is 1.4 times $\sqrt{147}$, an ordinary fluctuation for a count of that size.

When, then, is a random layer closed? The answer depends on the area that must be free of holes. A natural scale is the radius at which an area $A$ is expected to contain one hole:
$$AN(x-1)e^{-x}=1\quad\Longrightarrow\quad x=\ln(AN)+\ln(x-1).$$
For $A=1\ \mathrm{\mu m^2}$, $\ln(AN)=9.21$ and the solution is $x=11.57$, so $r=\sqrt{x/(\pi N)}=19.2$ nm. For $A=1\ \mathrm{cm^2}$, $\ln(AN)=27.63$ and $x=31.0$, so $r=31.4$ nm. An area larger by a factor of $10^8$ raises the radius by a factor of 1.6, because $x$ grows roughly as a logarithm.

One expected hole is a scale and not a guarantee. The probability of finding any hole is at most the expected number of holes, so a layer required to be free of them with 99 percent confidence is safe once that number is 0.01. For the two areas above this raises $x$ by about 5, somewhat more than $\ln100=4.6$ because of the factor $x-1$. The perfect square grid has no such dependence on area, since all its gaps close at the same radius.

**Cycles and film thickness**

The radius is not the mean thickness, which is what a measurement of the deposited mass per unit area gives after division by the density of the deposit. The mean height is the integral over $z$ of the fraction of the surface where the film is higher than $z$. That happens where $d<\sqrt{r^2-z^2}$, so for random nuclei
$$\bar h=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz=r-e^{-\pi Nr^2}\int_0^re^{\pi Nz^2}dz.$$
With $k=\sqrt{\pi N}$ and $u=kz$, this becomes
$$\bar h=r-\frac{D(kr)}{k},\qquad D(y)=e^{-y^2}\int_0^ye^{u^2}du,$$
where $D$ is the Dawson function. For small $y$, $D(y)\approx y-2y^3/3$, and therefore $\bar h\approx2k^2r^3/3=N\cdot2\pi r^3/3$. This is the volume of separate hemispheres per unit area, as it must be.

At $r=14.83$ nm, $k=0.177\ \mathrm{nm^{-1}}$ and $kr=2.63$. The subtracted term is 1.18 nm, which leaves $\bar h=13.65$ nm; the simulated layer gave the same value. For the square grid at closure, integrating $C_{\rm sq}(\sqrt{r^2-z^2})$ over $z$ gives 5.69 nm.

The manuscript's 141 cycles, which correspond to a mean thickness of 5.69 nm, thus become 297 cycles and 13.65 nm for 99.9 percent coverage by random nuclei. The one-hole scales correspond to 384 cycles for 1 µm² and 629 cycles for 1 cm². These count only the geometric gaps of the continuum model. At the 1 cm² radius the mean hole area is 3.3 nm², and a quarter of the holes close within a further 0.15 nm of growth, close to the atomic scale. Pinholes caused by particles or substrate defects are not included.

**How far the model can be trusted**

The nucleus density and the growth per cycle are the manuscript's, and they serve here as an example. Small islands need not grow at the constant rate assumed. The nucleus density can depend strongly on the surface, the precursor and the co-reactant, and a density ten times lower multiplies the closure radii of the grids and the 99.9 percent radius of the random layer by $\sqrt{10}\approx3.2$. The one-hole radii for a fixed area grow by a smaller factor, because $\ln(AN)$ falls. Four departures from the model are considered below for the present numbers, the last of them only roughly.

*Repulsion between nuclei.* A nucleus may prevent others from forming close by. I placed nuclei one after another at random, rejected any that fell too close to an earlier one, and held $N$ fixed. A minimum separation of 2 nm gave a 99.9 percent radius of 14.5 nm. This is one sample, and it should be compared with the exact 14.83 nm, not with the low sample of 14.68 nm. Averaged over several boxes the radius is about 14.35 nm, a fall of about 3 percent, well outside the scatter of 0.07 nm. A separation of 5 nm gave 12.0 nm, a clear move towards the grid, though still far from it.

*Continuing nucleation.* Let new nuclei form on bare substrate at a rate $J$ per unit area and cycle. One born at cycle $t$ has radius $g(n-t)$ at cycle $n$. The expected number of late islands covering a point is
$$\int_0^nJ\pi g^2(n-t)^2dt=\frac{\pi Jg^2n^3}{3}=\frac{\pi Jr^3}{3g},$$
where $n=r/g$ was used. The integral also admits births on covered ground. These do no harm: such an island starts inside an older one that grows at the same rate, so it never emerges. The bare fraction is therefore multiplied by $e^{-\pi Jr^3/(3g)}$. For $J=10^9\ \mathrm{cm^{-2}}$ per cycle and $r=10$ nm this factor is 0.811, and a simulation with explicit birth times gave 0.810. The 99.9 percent radius falls to 14.2 nm, where $r$ now refers to the oldest islands. Because the extra exponent grows as $r^3$, the effect is larger for large areas: the one-hole radii fall to about 18.3 nm for 1 µm² and 28.9 nm (579 cycles) for 1 cm².

*Finite starting size.* Nuclei that begin with a radius of 0.5 nm save $0.5/0.05=10$ cycles. An incubation period of the same length for all nuclei would add cycles. Neither changes the radius required.

*Coalescence.* This omission matters for a metal whose atoms can move over the surface. If two equal hemispheres merge into one at constant volume, the new radius is $2^{1/3}r$. The footprint becomes $2^{2/3}\pi r^2$ in place of $2\pi r^2$, so 79.4 percent of it is kept and substrate is uncovered again. If merging halves the density and the surviving islands are again randomly placed, the 99.9 percent radius rises by $\sqrt2$ to 21.0 nm. This is a crude estimate. Islands merge with near neighbours, which tends to leave the survivors more evenly spaced than random ones, and the rise is then smaller. The radius of a merged island is also no longer $g$ times the number of cycles. How coalescence compares with the other three effects therefore cannot be settled without a model of the merging itself.

**Changes requested**

The value of 7.1 nm should be kept, but labelled as the result for a square grid. For any other layer, the manuscript needs evidence about the arrangement as well as the density. Micrographs taken before the islands overlap strongly would supply it: the distribution of distances from arbitrary substrate points to the nearest nucleus gives the bare fraction at later radii, as long as the growth model holds and the imaged area is large enough to contain many of the gaps still open. The manuscript should also say whether "closed" means a stated coverage or the absence of pinholes over a stated area. The main results of this report are collected in the numerical output.

## Computed values

```
nucleus density: 1.0e+12 cm^-2 = 0.010 nm^-2
growth per cycle: 0.05 nm
1/sqrt(N): 10.00 nm
mean nearest neighbour, random: formula 5.00 nm, simulated 5.00 nm
triangular grid, full closure radius: 6.20 nm
square grid, full closure radius: 7.07 nm
square grid, 99.9 % radius: 6.91 nm
random, 99.9 % radius: formula 14.83 nm, simulated 14.68 nm
ratio random 99.9 % / square full: 2.10
ratio random 99.9 % / square 99.9 %: 2.14
random, 99.9 % radius if nearest-neighbour mean is 10 nm: 29.7 nm
random, bare fraction at square closure: formula 20.8 %, simulated 20.8 %
cycles, square full closure: 141
cycles, random 99.9 %: 297
mean thickness, square full closure: 5.69 nm
mean thickness, random 99.9 %: formula 13.65 nm, simulated 13.65 nm
simulated box side: 4.0 um; nuclei: 159738
holes in box at r = 12.11 nm: formula 5768, counted 5829
holes in box at r = 14.83 nm: formula 945, counted 969
holes in box at r = 17.00 nm: formula 147, counted 130
pinholes at random 99.9 %: 59.1 per um^2
mean pinhole area there: 16.9 nm^2
radius for one expected hole in 1 um^2: 19.2 nm (384 cycles)
radius for one expected hole in 1 cm^2: 31.4 nm (629 cycles)
99.9 % radius, minimum separation 2 nm: 14.5 nm
99.9 % radius, minimum separation 5 nm: 12.0 nm
continuing nucleation rate: 1.0e+09 cm^-2 per cycle
late-nuclei factor at r = 10 nm: formula 0.811, simulated 0.810
99.9 % radius with continuing nucleation: 14.2 nm
starting radius 0.5 nm saves 10 cycles
footprint kept when two equal hemispheres merge: 79.4 %
99.9 % radius if merging halves the random density: 21.0 nm
```
